Returns, the negative velocity tail and the diffusion logarithm in Lorentz gases

**Question.** A particle moves at constant speed among fixed, randomly placed scatterers. If successive collisions were independent, its velocity would be forgotten exponentially fast. Why does the velocity autocorrelation instead end in a negative tail proportional to t^(−(d/2+1)), and why does the diffusion coefficient in two dimensions contain the logarithm of the scatterer density? Is the tail the source of the logarithm?

**What is forgotten, and what is not**

Let v be the speed, n the number of scatterers per unit volume (per unit area for d = 2), and

C(t) = ⟨v_x(0) v_x(t)⟩,  D = ∫₀^∞ C(t) dt.

The average runs over starting points, directions and scatterer arrangements, so C(0) = v²/d. There is no magnetic field, the motion is classical, and the density is low.

In the Boltzmann description every collision is with a fresh scatterer. One scatterer acts on a distribution f of directions through

T f = gain − loss = v ∫ σ(θ) f(direction before collision) dθ − v σ_tot f,

written here for d = 2, with σ(θ) the cross-section per radian of deflection and σ_tot its integral. Two properties of T matter. An isotropic distribution is unchanged by scattering, so T·1 = 0. A distribution proportional to v_x is multiplied by a number:

T v_x = −v σ_tr v_x,  σ_tr = ∫ σ(θ)(1 − cos θ) dθ.

Velocity therefore decays at the rate ν₁ = n v σ_tr, and

C_B(t) = (v²/d) exp(−ν₁t),  D_B = v²/(d ν₁).

The scatterers, however, do not move. When the particle comes back to a place it has visited, the content of that place is no longer random. If it collided there, the scatterer is still there. If it passed without colliding, the place is known to be empty. Boltzmann's equation draws the content afresh at each visit and misses both facts.

The second kind of memory must be counted as a return too. Suppose two passages sweep areas A₁ and A₂ that overlap in A₁₂. The true probability that neither meets a scatterer is exp[−n(A₁ + A₂ − A₁₂)], since the common part has to be empty just once. The Boltzmann value is exp[−n(A₁ + A₂)]. To lowest order the difference is +nA₁₂: a particle that retraces its path runs down a free corridor and keeps its reversed velocity longer than Boltzmann predicts.

**The memory equation**

On scales larger than a scatterer, write the scatterer density as ρ(r) = n + δρ(r). For independently placed scatterers

⟨δρ(r) δρ(r′)⟩ = n δ(r − r′).

The distribution obeys ∂f/∂t = −v·∇f + ρ(r) T f. Averaging over arrangements leaves the term T⟨δρ f⟩. To first order the fluctuation of f is created where δρ acted on the mean distribution and is then carried on by the Boltzmann propagator G:

δf(r,t) = ∫₀^t ds ∫ dr′ G(r − r′, t − s) δρ(r′) T⟨f(s)⟩.

Multiplying by δρ(r) and averaging sets r′ = r. What remains is a collision, a walk back to the same point, and a second collision there, with the kernel nT G(0,t) T. Acting on v_x, each T supplies −vσ_tr, and the two signs cancel. Hence

dC/dt = −ν₁ C(t) + ∫₀^t M(t − s) C(s) ds,

M(t) = n (vσ_tr)² g(t)/(v²/d),  g(t) = ⟨v_x G(0,t) v_x⟩.

The function g is the density of returns to the starting point, weighted by the product of departure and arrival velocities. Because T annihilates the isotropic part, a return matters here to the extent that arrival remembers departure. Repeated returns are neglected, which is justified to leading order in density.

**Long times: why the tail is negative**

For t much longer than the mean free time τ, the walk between the two visits is diffusive. A particle leaving the origin with velocity v travels on average v/ν₁ before its direction is forgotten. Its probability cloud is then a spreading Gaussian whose centre lies a distance v/ν₁ *ahead* of the origin. At the origin the density is, to leading order,

P(0,t) = (4πDt)^(−d/2).

The cloud has the form exp[−(r − v/ν₁)²/(4Dt)], so its gradient at the origin is

∇P = P(0,t) (v/ν₁)/(2Dt),

pointing towards the centre. The diffusion current runs down the gradient:

j = −D∇P = −P(0,t) v/(2ν₁t).

Particles found at the origin therefore move, on average, against their original direction. This is the origin of the minus sign. The square of the ratio of displacement to cloud size, (v/ν₁)²/(Dt) = d/(ν₁t), also supplies the additional factor 1/t beyond the return probability t^(−d/2).

Multiplying by the initial v_x and averaging, with ⟨v_x²⟩/ν₁ = v²/(dν₁) = D, gives

g(t) = −(D/2t)(4πDt)^(−d/2).

To turn g into C, solve the memory equation to first order in M:

δC(t) = (v²/d) ∫∫ exp(−ν₁s₁) M(t − s₁ − s₂) exp(−ν₁s₂) ds₁ ds₂.

At late times M hardly changes while the exponentials die, and each exponential integrates to 1/ν₁. So

δC(t) = (v²/d) M(t)/ν₁² = n(vσ_tr)² g(t)/(n v σ_tr)² = g(t)/n.

The cross-section has cancelled except through D. Since D/(2t) = 2πD²/(4πDt), the result is

C(t) → −(2πD²/n)(4πDt)^(−(d/2+1)).

In two dimensions D cancels as well:

C(t) → −1/(8πn t²)  (d = 2).

In three dimensions the decay is t^(−5/2), and D remains in the amplitude.

The derivation replaced the full return kernel by its diffusive part. Numerical integration of the kernel for the velocity component along the wave vector, with all angular relaxation rates that matter at small wave number, gives 1.003 times the asymptotic g for hard disks at 300 mean free times, and 1.006 times for hard spheres in three dimensions. After removal of the 1/t correction both ratios are 1.000.

**The same tail from uneven density**

A second derivation uses no collisions. At low density D is proportional to 1/n, so a region with excess δρ has a local diffusion coefficient changed by δD = −D δρ/n. Its fluctuations have strength

⟨δD(r) δD(r′)⟩ = (D²/n) δ(r − r′).

Impose a uniform concentration gradient E along x. The uneven D produces a concentration disturbance whose source is E ∂_x δD. This disturbance spreads with the factor exp(−Dk²t) at wave vector k, and it alters the mean current through ⟨δD ∂_x δc⟩. The two x-derivatives together give (ik_x)² = −k_x². The delayed part of the diffusion coefficient, which is C(t) at long times, is thus

C(t) = −(D²/n) ∫ d^dk/(2π)^d k_x² exp(−Dk²t).

The Gaussian integral without k_x² is (4πDt)^(−d/2), and the mean of k_x² under this weight is 1/(2Dt). The product is the tail found above. Concentration piles up in front of a more resistive region and is depleted behind it. The gradient thus becomes steeper where D is low and flatter just outside, and this correlation lowers the mean current. This view also shows where the amplitude formula stops holding: at higher density D is no longer proportional to 1/n, and scatterers that cannot overlap do not have Poisson fluctuations.

**Is frozen disorder essential?**

A lattice model allows a direct comparison. On a triangular lattice with six directions, half of the sites scatter, and a scattering site redraws the direction with probability 1/2. Velocity is propagated from every site at once, so no particles need to be sampled. Averaged over steps 44 to 52, with lattice spacing and time step as units and C(0) = 1/2:

frozen sites: C = −3.13×10⁻⁵
memory kernel summed for this lattice: C = −3.50×10⁻⁵
sites redrawn at every step: C = +5.5×10⁻⁷

With density and scattering strength held fixed, redrawing the sites removes the negative tail. What remains has the sign and size of the Boltzmann exponential ½(3/4)^t, whose average over the same steps is 6.5×10⁻⁷. Both sampled values are noisy. The redrawn one is a single run, uncertain by about 2×10⁻⁷. The frozen one averages three arrangements and is uncertain by about 1×10⁻⁶; more arrangements move it to about −3.3×10⁻⁵. The frozen result is therefore some 5–10% smaller in magnitude than the kernel sum. Neglected repeated returns and the finite sample can both contribute to this difference; their shares were not separated.

**Short times: where the logarithm comes from**

Take hard disks of radius a in two dimensions, allowed to overlap. An impact parameter b gives the deflection θ = π − 2 arcsin(b/a), so |b| = a cos(θ/2) and

σ(θ) = |db/dθ| = (a/2)|sin(θ/2)|.

The total is σ_tot = 2a, and straight backward scattering has σ(π) = a/2. With c = cos(θ/2), for which cos θ = 2c² − 1 and sin(θ/2) dθ = −2 dc,

σ₁ = ∫ σ cos θ dθ = a ∫₀^π sin(θ/2) cos θ dθ = 2a ∫₀¹ (2c² − 1) dc = −2a/3.

Therefore

σ_tr = σ_tot − σ₁ = 8a/3,  ν₁ = 8nav/3,  D_B = v²/(2ν₁) = 3v/(16na).

The collision rate is ν = 2nav and τ = 1/ν.

For times between a/v and τ the cheapest way back is a single backward collision with another disk. The particle leaves in direction u, flies for a time s, turns into direction u′, and flies for t − s. Its density at the starting point is

G₁ = n v exp(−νt) ∫₀^t ds σ δ²(v s u + v(t − s) u′).

Let u′ differ from −u by a small angle ε. Along u the delta function contains v(2s − t); integration over s gives 1/(2v) and sets s = t/2. Across u it contains vtε/2, which gives 2δ(ε)/(vt). Thus

G₁ = n v σ(π) · 1/(2v) · 2δ(ε)/(vt) · exp(−νt) = nσ(π) exp(−νt) δ(ε)/(vt).

The velocity is reversed on arrival, so G₁v_x = −[nσ(π) exp(−νt)/(vt)] v_x, and

M₁(t) = −n²v σ_tr² σ(π) exp(−νt)/t.

This is a 1/t law, and its time integral is a logarithm. Zero-frequency integration of the memory equation gives

D = (v²/2)/(ν₁ − ∫₀^∞ M dt).

The lower cutoff is about a/v, below which disks cannot be treated as points. The upper one is τ, set by exp(−νt). Dividing the added rate by ν₁ = nvσ_tr,

D_B/D = 1 + nσ_tr σ(π) ln(vτ/a) + O(na²).

Here vτ/a = 1/(2na²). The factor 2, like the precise choice of cutoffs, contributes a term of order na² without a logarithm. Since σ_tr σ(π) = (8a/3)(a/2) = 4a²/3,

D_B/D = 1 − (4/3) na² ln(na²) + O(na²).

The logarithm of a small number is negative, so the correction is positive and D lies below D_B.

Longer detours do not change this coefficient. With m intermediate collisions the return density is a number divided by (vt)², while the probability of m collisions is proportional to (νt)^m for t ≪ τ. The kernel therefore goes as t^(m−2): 1/t for m = 1, constant for m = 2. This requires the numerical factors to be finite. For isotropic scattering, sampled flights gave 0.161 for one collision and 0.318 for two. The disk cross-section per radian is at most π/2 times the isotropic one of equal total, so its factors are finite too. From m = 2 onward the integral up to τ has no divergence at small t and yields a contribution of order na².

**How much is due to actual recollisions?**

The factor σ_tr² comes from the two visits and can be opened up:

σ_tr² = σ_tot² − 2σ_totσ₁ + σ₁² = a²(4 + 8/3 + 4/9) = 64a²/9.

The first term is loss at both visits, the memory of an empty corridor. The last is gain at both, two real collisions with the same disk. The middle term combines one of each. Their shares are

9/16, 6/16 and 1/16.

Paths that really hit the same disk twice thus supply one sixteenth of the logarithm, and paths that run twice through the same empty corridor supply nine sixteenths. The mixed part removes paths that Boltzmann counts but fixed disks forbid: hitting a disk and later passing through its place, or the reverse. Each order gives 3/16. If this removal is credited to what happened at the first visit, a disk known to be present accounts for 1/4 of the logarithm and a place known to be empty for 3/4. Because the same σ_tr² multiplies g at all times in this approximation, the division also holds for the tail of hard disks.

These weights were tested by tracing rays between two finite disks 400 radii apart, letting the first disk reflect or be transparent at each visit. The shares came out as 0.562, 0.376 and 0.063, and the coefficient of the logarithm as 1.339, against 4/3.

**The tail is not the source of the logarithm**

Both effects come from the same function g(t), in different time ranges. For hard disks

g ≈ −(v²/2) nσ(π)/(vt) = −ν/(8t)  for a/v ≪ t ≪ τ,

g ≈ −1/(8πt²)  for t ≫ τ.

The two expressions are equal at t = τ/π, so the change of law falls near the mean free time. The integral of 1/t over the first range grows as the density falls, because the range itself grows. The integral of the 1/t² tail converges and adds no logarithm.

In three dimensions the across-direction delta function appears twice, so the single-backscatter kernel goes as 1/t². Its integral is dominated by times near a/v, and the relative correction is of order na³ without a logarithm at this order.

**Numbers: antidots in an electron layer**

Round holes ("antidots") etched at random into a two-dimensional electron gas come close to this model. Take rough values for a gallium arsenide heterostructure: effective radius a = 200 nm, n = 0.50 µm⁻², 3.0×10¹¹ electrons per cm², effective mass 0.067 electron masses, and a temperature of 1 K. The Fermi speed is then 2.37×10⁵ m/s. The remaining quantities follow:

na² = 0.50 × 0.20² = 0.020
mean free path = 1/(2na) = 5.0 µm,  τ = 21 ps
transport mean free path v/ν₁ = 3/(8na) = 3.75 µm
D_B = ½ × 2.37×10⁵ m/s × 3.75 µm = 0.445 m²/s = 4450 cm²/s

The Boltzmann mobility, e/(mν₁), is 4.15×10⁵ cm²/Vs. The logarithmic term is

−(4/3) × 0.020 × ln 0.020 = 0.0267 × 3.91 = 0.104,

which lowers the mobility to 4.15×10⁵/1.104 = 3.76×10⁵ cm²/Vs.

Ray-traced motion among overlapping disks at the same na² gave D_B/D = 1.099 ± 0.005 (one standard error), or 3.78×10⁵ cm²/Vs. All terms beyond the logarithm thus add up to −0.006 ± 0.005 here, compatible with zero. One density cannot separate a logarithm from a linear term; the evidence for the coefficient is the derivation and the two-disk rays.

The tail is far weaker. At t = 10τ the particle has flown 50 µm. Since C(0) = v²/2, the asymptotic law gives

C(t)/C(0) = −1/[4πn(vt)²] = −1/(4π × 0.50 × 2500) = −6.4×10⁻⁵.

This early the law gives only the order of magnitude. In the memory equation C(t) depends on M at times earlier by 2/ν₁ = 1.5τ on average, when the kernel was stronger. Together with the corrections to g itself, this makes the tail at 10τ more than half again as large; this excess fades at later times, to about a quarter at 20τ and then as τ/t. A correction from the finite density does not fade. In the uneven-density picture the amplitude is proportional to (d ln D/d ln n)², and with the logarithmic term this slope is −1.07 at na² = 0.020, which makes the amplitude about 15% larger. Counting the fluctuations of the free area as well raises the estimate to about 30%. Integrated from 10τ onward, the law changes D by −1/(8πnt), which is −0.085% of D_B. The logarithmic term is roughly a hundred times larger.

Real samples depart from the model in ways that rival the 10% effect. One large uncertainty is the wall: an edge about 30 nm wide is 15% of the radius, and since D_B ∝ 1/a it can shift the Boltzmann mobility by a similar fraction. The model also assumes mirror reflection. A rough edge that scattered fully diffusely (cosine law) would have σ_tr = 3.23a, 21% larger, and σ(π) = 0.785a, which changes the coefficient of the logarithm from 4/3 to 2.54. Background disorder is taken at a mobility of 10⁷ cm²/Vs, which is high; its mean free path of 90 µm adds about 4% to the scattering rate, and at 10⁶ cm²/Vs it would add about 40%. The length k_F a², beyond which diffraction blurs a disk's shadow (k_F is the Fermi wave number), is 5.5 µm, comparable with the mean free path, so the ray picture is marginal at the far end of the logarithmic range. Smaller by estimate are weak localization (0.2%) and the thermal energy spread (0.8% of the Fermi energy); the path between electron–electron collisions, estimated without its numerical prefactor as 47 µm, is also long compared with the mean free path. The holes also remove conducting area: they cover 1 − exp(−πna²) = 6% of the layer and lower its sheet conductivity by that fraction, in addition to the change in D. The mobilities above describe the electrons between the holes and do not include this factor. A measured mobility alone would therefore not reveal the logarithm unless the effective radius, the covered area and the background scattering were known independently, well enough to fix the Boltzmann value to a few per cent. The full set of values is in the numerical output.

Calculated quantities

```
disk transport cross-section: 2.6667 a
disk backward cross-section per radian: 0.5000 a
d=2 ring integral / tail law at 300 tau: 1.0031
d=2 same ratio extrapolated to late times: 1.0000
d=3 ring integral / tail law at 300 tau: 1.0058
d=3 same ratio extrapolated to late times: 1.0000
log coefficient from two-disk rays: 1.3387
log coefficient from formula: 1.3333
share, empty-corridor memory: 0.5617
share, mixed events: 0.3756
share, two real collisions: 0.0628
return density x (vt)^2, 1 collision(s): 0.1609
return density x (vt)^2, 2 collision(s): 0.3177
lattice C, frozen scatterers, steps 44-52: -3.130e-05
lattice C, ring sum, same steps: -3.495e-05
lattice C, scatterers redrawn each step: 5.506e-07
lattice ring sum / t^-2 law, late times: 0.9775
antidot radius: 200 nm
antidot density: 0.50 per um2
reduced density n a^2: 0.0200
electron density: 3.0e+11 per cm2
effective mass: 0.067 electron masses
temperature: 1.0 K
Fermi speed: 2.372e+05 m/s
Fermi energy: 10.72 meV
mean free path: 5.00 um
mean free time: 21.1 ps
transport mean free path: 3.75 um
logarithmic term in D_B/D: 0.1043
simulated D_B/D: 1.0987 +- 0.0049
Boltzmann diffusion coefficient: 4448 cm2/s
mobility, Boltzmann: 4.150e+05 cm2/Vs
mobility, with log term: 3.758e+05 cm2/Vs
mobility, simulated ratio: 3.777e+05 cm2/Vs
tail law C(t)/C(0) at 10 mean free times: -6.366e-05
tail integral beyond that time / D_B: -8.488e-04
background mobility: 1.0e+07 cm2/Vs
background mean free path: 90 um
omitted: background / antidot scattering: 0.0415
omitted: wall width / radius: 0.150
omitted: diffraction length k_F a^2: 5.49 um
omitted: weak-localization fraction: 0.00156
omitted: electron-electron path, estimate: 47 um
omitted: thermal spread kT/E_F: 0.0080
```
